# Why Inversion-Layer Leakage Needs Quasi-Bound Lifetimes in a Strong Field

An electron of longitudinal energy $E$ is held against a gate dielectric by a constant force $qF$. If the dielectric transmits a small fraction $T$ of what strikes it, the escape rate is proportional to $T$, and the remaining factor has the dimension of inverse time. Mass, force and energy form one such quantity, $qF/\sqrt{mE}$. Planck's constant adds a dimensionless energy $\varepsilon$, so

$$\frac1\tau=T\,\frac{qF}{\sqrt{mE}}\,G(\varepsilon),$$

apart from a small correction for probability stored in the dielectric. The model below gives $G=1/(2\sqrt2)$, independent of $\varepsilon$.

A beam of plane waves is different. Its supply per unit energy and per occupied transverse state is $1/h$, which contains no force. The two descriptions can agree only if the well's level spacing brings the force back in. Whether it does so accurately decides when lifetimes are needed.

## The wave in the well

The semiconductor fills $x>0$, with potential energy $qFx$ and mass $m$ along $x$. The dielectric and the gate lie at $x<0$. Energies are measured from the semiconductor band edge at the interface. In the well

$$-\frac{\hbar^2}{2m}\psi''+qFx\,\psi=E\psi .$$

Define $l^3=\hbar^2/(2mqF)$, $\varepsilon=E/(qFl)$ and $z=x/l-\varepsilon$. Multiplying the equation by $-2ml^2/\hbar^2$ gives

$$\frac{d^2\psi}{dz^2}=\frac{2mqFl^3}{\hbar^2}\left(\frac xl-\varepsilon\right)\psi=z\psi .$$

The solution that decays into the semiconductor is $\psi=c\,\mathrm{Ai}(z)$. Without leakage $c$ can be chosen real, and a real wave carries no current. The electron is stored in a standing wave; no beam reaches it from deep in the substrate.

To find the norm, use $\mathrm{Ai}''=z\mathrm{Ai}$:

$$\frac{d}{dz}\left(z\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2+2z\mathrm{Ai}\,\mathrm{Ai}'-2z\mathrm{Ai}\,\mathrm{Ai}'=\mathrm{Ai}^2 .$$

The bracket vanishes at infinity, so the probability in the well is

$$P_w=c^2l\int_{-\varepsilon}^{\infty}\mathrm{Ai}^2dz=c^2l\left[\varepsilon\mathrm{Ai}^2(-\varepsilon)+\mathrm{Ai}'^2(-\varepsilon)\right].$$

## The attempt frequency

At the interface, let $k=\sqrt{2mE}/\hbar$ and write the wave as $Ae^{-ikx}+Be^{ikx}$. The first part moves toward the dielectric. Since $\psi(0)=A+B$ and $\psi'(0)=-ik(A-B)$,

$$A=\frac12\left[\psi(0)+\frac{i\psi'(0)}{k}\right].$$

Here $\psi'(0)=c\,\mathrm{Ai}'(-\varepsilon)/l$, and $k^2l^2=2mEl^2/\hbar^2=E/(qFl)=\varepsilon$. Hence

$$|A|^2=\frac{c^2}{4}\left[\mathrm{Ai}^2(-\varepsilon)+\frac{\mathrm{Ai}'^2(-\varepsilon)}{\varepsilon}\right]=\frac{P_w}{4\varepsilon l}.$$

The Airy functions have cancelled. With $v=\sqrt{2E/m}$ and $\varepsilon l=E/(qF)$, the flux striking the dielectric per electron in the well is

$$f=\frac{v|A|^2}{P_w}=\frac{qF}{4E}\sqrt{\frac{2E}{m}}=\frac{qF}{2\sqrt{2mE}} .$$

This is the classical bounce frequency: the force takes a time $2\sqrt{2mE}/(qF)$ to reverse the momentum $\sqrt{2mE}$. The identity holds at any positive energy, so it does not rely on a semiclassical limit. Direct quadrature of the Airy density tests it at three energies.

## From attempts to a lifetime

In a dielectric layer with constant barrier $V_j$ and mass $m_j$, set $u=\psi$, $w=\psi'/m_j$ and $\kappa_j=\sqrt{2m_j(V_j-E)}/\hbar$. Both $u$ and $w$ are continuous at interfaces. Because $\psi''=\kappa_j^2\psi$, crossing a thickness $d_j$ toward the semiconductor gives

$$u\to u\cosh\kappa_jd_j+\frac{m_jw}{\kappa_j}\sinh\kappa_jd_j,$$

$$w\to w\cosh\kappa_jd_j+\frac{\kappa_ju}{m_j}\sinh\kappa_jd_j .$$

The gate contains only an outgoing wave, $u=1$ and $w=-ik_G/m_G$ at its surface. Carrying these values to $x=0$ gives $A=(u+imw/k)/2$ and

$$T=\frac{k_G/m_G}{(k/m)|A|^2}.$$

The outgoing wave in the gate fixes the ratio $w/u$ at the face of the stack, and this ratio fixes $B/A$. The transmitted fraction of the incident part is therefore the same for an Airy wave as for a plane wave at the same energy.

An outgoing wave makes the matching condition complex,

$$\frac{\mathrm{Ai}'(-\varepsilon)}{l\,\mathrm{Ai}(-\varepsilon)}=\frac{mw(0)}{u(0)},$$

and its solutions are $E_r-i\Gamma/2$. The probability varies as $|e^{-iEt/\hbar}|^2=e^{-\Gamma t/\hbar}$, so $1/\tau=\Gamma/\hbar$.

Let $P_b$ be the probability in the dielectric and $s=P_b/P_w$. Probability conservation equates the loss from well and dielectric together to the flux entering the gate:

$$\frac1\tau(P_w+P_b)=Tv|A|^2=TfP_w .$$

Therefore

$$\frac1\tau=\frac{fT}{1+s}.$$

For an isolated level with $T\ll1$, the neglected corrections are of relative order $T$, because leakage changes the balance of incident and reflected waves by that order. The factor $1+s$ lengthens each cycle by the time spent in the dielectric.

## Occupation, and the plane-wave alternative

Motion parallel to the interface has mass $m_d$, and there are $g$ equivalent valleys. Counting two spins, its density of states is $gm_d/(\pi\hbar^2)$ per unit area and energy. Integrating the Fermi function over parallel energy gives the sheet density of a level at $E$:

$$N(E)=\frac{gm_dk_BT_K}{\pi\hbar^2}\ln\left[1+e^{(E_F-E)/(k_BT_K)}\right],$$

where $T_K$ is the temperature. If scattering refills the levels faster than they leak, and the gate states are empty, then

$$J=q\sum_i\frac{N(E_i)}{\tau_i}.$$

The transmission is taken to be independent of parallel momentum. This is a simplification, because the parallel masses in the layers generally differ.

In the plane-wave calculation, the number of longitudinal states per unit length in $dk$ is $dk/(2\pi)$. Their flux is $v\,dk/(2\pi)=dE/h$, since $dE=\hbar v\,dk$. Thus

$$J_{\rm pw}=\frac qh\int_0^\infty N(E)T(E)\,dE .$$

A classical electron remains in the well for $1/f$ per bounce, so flux times residence time gives the sheet density implied by this supply:

$$N_{\rm cl}=\int_0^\infty\frac{N(E)}{hf(E)}\,dE .$$

## Why the two can agree

The link is the level spacing. Neglect leakage, so that $\psi$ is real. Differentiate $(\hbar^2/2)(\psi'/m)'=(V-E)\psi$ with respect to energy, multiply by $\psi$, and subtract the original equation multiplied by $\partial_E\psi$. The terms in $V-E$ cancel, leaving

$$\frac{\hbar^2}{2}\frac{d}{dx}\left[\psi\,\partial_E\frac{\psi'}m-\frac{\psi'}m\,\partial_E\psi\right]=-\psi^2 .$$

At $x=0$ the bracket equals $\psi(0)^2\partial_E\lambda/m$, where $\lambda=\psi'(0)/\psi(0)$ is taken on the semiconductor side. The bracket vanishes deep in the semiconductor. At the gate it is smaller than at $x=0$ by about the barrier exponential, because $\psi^2$ has decayed by that factor, and it is neglected. Integrating over the well, and separately over the dielectric, then gives

$$\partial_E\lambda_w=\frac{2mP_w}{\hbar^2\psi(0)^2},\qquad
\partial_E\lambda_b=-\frac{2mP_b}{\hbar^2\psi(0)^2}.$$

Define continuous phases by $\tan\eta=\lambda/k$. A level occurs when $\eta_w-\eta_b=n\pi$. There $\lambda_w=\lambda_b$, so the terms from the energy dependence of $k$ cancel in the difference. Using $\psi(0)^2+\psi'(0)^2/k^2=4|A|^2$ and $\hbar k=mv$,

$$\pi\frac{dn}{dE}=\frac{2m(P_w+P_b)}{4\hbar^2k|A|^2}
=\frac{P_w+P_b}{2\hbar v|A|^2}=\frac{1+s}{2\hbar f}.$$

Since $h=2\pi\hbar$, this gives $dE/dn=hf/(1+s)$ at a level. The slope of the phase varies between levels, so the actual distance between neighbours equals this value only approximately. For the lowest pair in the example below, the local value is 0.158 eV and the actual distance 0.131 eV. Lowering $F$ does not remove this difference for the lowest pair. With a hard wall the gap is $1.750\,qFl$ and $hf=\pi qFl/\sqrt{\varepsilon_0}=2.055\,qFl$, a ratio of 0.85 at any field. The relative difference vanishes only for levels of high index, for example at a fixed energy as $F$ is lowered. The lifetime current becomes

$$J=\frac qh\sum_iN(E_i)T(E_i)\left(\frac{dE}{dn}\right)_i .$$

When $N$, $T$ and the spacing change little from one level to the next, this sum approaches $J_{\rm pw}$. The supply integral is thus the closely-spaced-level limit of the lifetime calculation. It becomes unreliable when few levels are occupied.

The first correction can be estimated. For large $\varepsilon$, $\mathrm{Ai}(-\varepsilon)$ is proportional to $\sin(2\varepsilon^{3/2}/3+\pi/4)$, so hard-wall levels obey $2\varepsilon^{3/2}/3=\pi(n+3/4)$. The energy integral starts at $n=-3/4$, whereas unit intervals centred on the levels start at $n=-1/2$. The integral therefore contains an extra quarter interval, worth about $qN(0)(fT)_{E\to0}/4$. This is finite because $T\propto k\propto\sqrt E$ at low energy while $f\propto1/\sqrt E$. For a fixed stack and Fermi level it is proportional to $F$. This is a hard-wall estimate. With a finite barrier the wave near the interface extrapolates to zero at about $x=-1/\lambda_b$ instead of $x=0$, which lowers each level by about $qF/\lambda_b$. That shift adds another correction linear in $F$, so the quarter interval gives the scaling and the rough size but not the exact coefficient.

## A well with one dominant level

Take $F=10^8$ V/m, 300 K, $m=0.9m_e$, $m_d=0.2m_e$ and $g=2$. The model stack has a 0.8 nm interfacial layer (3.0 eV, $0.5m_e$) beside the semiconductor and a 2.0 nm high-k layer (1.5 eV, $0.2m_e$) beside the gate. The gate has mass $m_e$ and band edge $-1.0$ eV. The barriers are constant mean values, and the well is not solved self-consistently. Only one set of equivalent valleys is included. These masses resemble those of two valleys in (100) silicon, which has four more with a smaller $m$. Their levels lie higher but leak faster, and they can carry as much current as the two kept here or more. The numbers below therefore illustrate the formula and do not predict the leakage of a silicon device.

The lowest level lies at 0.167 eV. With $f=3.830\times10^{13}$ s$^{-1}$, $T=1.461\times10^{-9}$ and $s=0.00156$,

$$\frac1{\tau_0}=\frac{(3.830\times10^{13})(1.461\times10^{-9})}{1.00156}\ {\rm s^{-1}}
\approx5.59\times10^4\ {\rm s^{-1}},$$

so $\tau_0\approx18$ µs. The complex-energy solution agrees for each of the first three levels within the tested relative tolerance of $10^{-5}$. The exponential factor alone, $1.468\times10^{-9}$, happens to be close to $T$ here. It cannot replace $T$ generally, since it stays finite as $E\to0$ while $T$ vanishes.

The next two levels have rates of $1.28\times10^5$ and $2.59\times10^5$ s$^{-1}$. They strike the dielectric less often, but their larger transmission more than compensates.

At a sheet density of $5\times10^{16}$ m$^{-2}$, the lowest level holds 98.8% of the electrons. Its contribution is

$$J_0=q(0.988)(5\times10^{16}\ {\rm m^{-2}})(5.59\times10^4\ {\rm s^{-1}})
\approx442\ {\rm A/m^2}.$$

The higher levels raise the total to 454 A/m², or 0.045 A/cm².

The local spacing $hf=0.158$ eV is about six times $k_BT_K=0.0259$ eV, so the conditions for replacing the sum by an integral are not met. What the integral then gives depends on what is held fixed.

**Equal Fermi level.** The supply integral gives 692 A/m², 1.52 times the lifetime result. Of this, 81% comes from energies below the first level, where the well has no state. The same Fermi level also implies a classical density of $1.15\times10^{17}$ m$^{-2}$, more than twice the actual density.

**Equal sheet density.** The classical Fermi level must fall from 0.186 to 0.127 eV. The integral then gives 258 A/m², 0.57 times the lifetime result. The classical electrons mostly occupy energies below $E_0$, where the escape rate is smaller: the low-energy factors $\sqrt E$ in $T$ and $1/\sqrt E$ in $f$ cancel, leaving the barrier exponential, which rises with energy.

At $10^{15}$ m$^{-2}$ in the same field, the lifetime current is 9.0 A/m². The corresponding ratios are 8.1 at equal Fermi level and 0.47 at equal density. The first grows because $N(E)$ falls more steeply across the missing energies. If $E_F$ lies many $k_BT_K$ below the band edge, and the lowest level dominates, the ratio tends to

$$\frac{J_{\rm pw}}J\to\frac{1+s_0}{hf_0}\,e^{E_0/(k_BT_K)}\int_0^\infty e^{-E/(k_BT_K)}\frac{T(E)}{T(E_0)}\,dE,$$

which no longer depends on $E_F$. The exponential outside the integral is the occupation penalty that the true lowest level pays and the fictitious band-edge states do not.

## Waves that do arrive from the substrate

The supply integral started at the interface band edge. Waves that can travel in from the substrate exist only above its own band edge $U$. Let the potential become flat at $U=0.8$ eV, which occurs at $x=U/(qF)=8$ nm. With $l=0.751$ nm and $\varepsilon\approx2.22$, this point has $z\approx8.4$. There the lowest level's density contains the factor $e^{-4z^{3/2}/3}\sim e^{-33}$, so the truncation hardly affects it.

Above $U$ the wave need not decay at large $x$, so the sloping region also contains the second Airy function, $\mathrm{Bi}$. Write $\psi=a\mathrm{Ai}(z)+b\mathrm{Bi}(z)$. Since $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$, matching at $z=-\varepsilon$ gives

$$a=\pi[\psi(0)\mathrm{Bi}'-l\psi'(0)\mathrm{Bi}],\qquad
b=\pi[l\psi'(0)\mathrm{Ai}-\psi(0)\mathrm{Ai}'].$$

Splitting this wave into plane waves at 8 nm, as before but with $k_U=\sqrt{2m(E-U)}/\hbar$, gives a transmission $T_{\rm sub}$ through slope and stack. The current is

$$J_{\rm sub}=\frac qh\int_U^\infty N(E)T_{\rm sub}(E)\,dE .$$

At the higher density it is $1.1\times10^{-6}$ A/m², a fraction $2.3\times10^{-9}$ of the lifetime current. Even setting $T_{\rm sub}=1$ would give only 2.1 A/m², or 0.5% of the leakage. In this model the leaking electrons are stored ones, and the rate at which a stored population escapes is an inverse lifetime.

## Crowding the levels together

The explanation by level spacing can be tested by lowering $F$ while keeping the stack and $E_F=0.186$ eV fixed. This is a mathematical limit of the model, not a device condition. The sheet density grows roughly as $1/F$, to about $10^{19}$ m$^{-2}$ at $10^6$ V/m, whereas Gauss's law lets that field in silicon hold only about $6\times10^{14}$ m$^{-2}$. At $10^8$, $10^7$ and $10^6$ V/m there are 1, 8 and 83 levels below $E_F$, and $J_{\rm pw}/J$ is 1.523, 1.030 and 1.003. The last tenfold reduction in field lowers the excess over one from 0.0296 to 0.0029, close to the linear dependence expected of the first correction. Between the first two fields it falls about eighteenfold, but much of this comes from dividing by $J$, which at the strongest field is a third below $J_{\rm pw}$. The difference $J_{\rm pw}-J$ itself is 238, 19.9 and 2.0 A/m², so at $10^8$ V/m it lies about 20% above the linear trend.

The lifetime formula has limits of its own. If refilling is slower than escape, the populations $N_i$ must come from rate equations. If gate states are occupied, the return current must be subtracted. If $T$ is not small, a level broadens and a single decay rate no longer describes it. The remaining values are in the numerical output.

## Computed results

```
temperature 300 K, kT 0.02585 eV, field 1.0e+08 V/m
well mass 0.9, parallel mass 0.2, gate mass 1.0 (m_e)
valleys 2, gate band edge -1.0 eV
high-k: 2.0 nm, 1.5 eV, mass 0.2 m_e
interfacial: 0.8 nm, 3.0 eV, mass 0.5 m_e
Airy length 0.7509 nm, qFl 0.07509 eV
level 0: E 0.16655 eV, f 3.8298e+13 1/s, T 1.4606e-09
  s 0.00156, fT/(1+s) 5.58518e+04 1/s
  pole rate 5.58518e+04 1/s, lifetime 1.7905e-05 s
level 1: E 0.29780 eV, f 2.8640e+13 1/s, T 4.4848e-09
  s 0.00163, fT/(1+s) 1.28237e+05 1/s
  pole rate 1.28237e+05 1/s, lifetime 7.7980e-06 s
level 2: E 0.40526 eV, f 2.4551e+13 1/s, T 1.0552e-08
  s 0.00169, fT/(1+s) 2.58627e+05 1/s
  pole rate 2.58627e+05 1/s, lifetime 3.8666e-06 s
level 0 exponential factor alone 1.4678e-09
h*f at level 0 0.1584 eV, spacing E1-E0 0.1313 eV
sheet density 1.0e+15 1/m^2: Fermi level 0.06933 eV
  level 0 share of density 0.9936, of current 0.9853
  lifetime J 9.0245e+00 A/m^2 = 9.0245e-04 A/cm^2
  plane-wave J, same Fermi level 7.2866e+01 A/m^2, ratio 8.0742
  part of it from E<E0 0.9740, classical density 1.5884e+16 1/m^2
  plane-wave J, same density 4.2061e+00 A/m^2, ratio 0.4661
  classical Fermi level for that density -0.02150 eV
sheet density 5.0e+16 1/m^2: Fermi level 0.18621 eV
  level 0 share of density 0.9884, of current 0.9732
  lifetime J 4.5437e+02 A/m^2 = 4.5437e-02 A/cm^2
  plane-wave J, same Fermi level 6.9216e+02 A/m^2, ratio 1.5233
  part of it from E<E0 0.8131, classical density 1.1533e+17 1/m^2
  plane-wave J, same density 2.5834e+02 A/m^2, ratio 0.5686
  classical Fermi level for that density 0.12748 eV
substrate edge 0.8 eV, high density:
  transmission 0.01 eV above the edge 6.1597e-07
  substrate-wave J 1.0557e-06 A/m^2, ratio to lifetime J 2.3234e-09
  bound with full transmission 2.1128e+00 A/m^2, ratio 4.6500e-03
field sweep at Fermi level 0.18621 eV:
  F 1e+08 V/m: E1-E0 0.13126 eV, levels below Fermi 1, plane/lifetime 1.52334
  F 1e+07 V/m: E1-E0 0.02830 eV, levels below Fermi 8, plane/lifetime 1.02964
  F 1e+06 V/m: E1-E0 0.00610 eV, levels below Fermi 83, plane/lifetime 1.00285
```
